# Hydrogen polarizability from even-tempered p Gaussians: a tutorial sheet

## Problem

Hydrogen is treated without relativity and with a fixed nucleus. In atomic units \(H_0=-\tfrac12\nabla^2-1/r\), \(\psi_0=\pi^{-1/2}e^{-r}\), \(E_0=-\tfrac12\). A field \(F\) along \(z\) has potential \(-Fz\), so the electron (charge \(-1\)) acquires the energy \(+Fz\). The polarizability is defined by \(E(F)=E_0-\tfrac12\alpha F^2+O(F^4)\). Numbers are quoted in eV and Å, with \(a_B=0.529177\) Å, and \(\alpha\) as a volume.

(a) Find the first-order wavefunction \(\psi_1\) and \(\alpha\). Describe \(\psi_1\) at the nucleus and far away.

(b) Expand \(\psi_1\) in \(N\) functions \(\chi_k\propto z\,e^{-a_kr^2}\), keeping the exact \(\psi_0\) and \(E_0\). Find the best estimate \(\alpha_N\) and relate \(\alpha-\alpha_N\) to the error of the expansion.

(c) Derive the matrix elements.

(d) Write \(\psi_1\) as an integral over Gaussian exponents and find the exponent of largest weight.

(e) Compare several criteria for the exponent of a single Gaussian.

(f) Optimize even-tempered sets \(a_k=a_0\beta^k\), \(k=0,\dots,N-1\), and explain what is lost at the tight and diffuse ends.

## Hints

1. For \(\phi=zf(r)\), reduce \(\nabla^2\phi\) to a radial operator and try a linear polynomial times \(e^{-r}\).
2. Use \(J[\phi]=\langle\phi|H_0-E_0|\phi\rangle+2\langle\phi|z|\psi_0\rangle\) and complete the square. The lowest \(l=1\) level fixes the sign of the remainder.
3. The angular integral of \(z^2/r^2\) is \(4\pi/3\). Integrate \(\frac{d}{dr}(r^ne^{-r-ar^2})\) to get a recursion.
4. Represent \(e^{-\kappa r}\) first, then differentiate in \(\kappa\).
5. For one function \(\alpha_1/\alpha\) is a squared cosine; identify the scalar product.
6. An even-tempered sum is a trapezoid rule in \(\ln a\). Use scaling at large \(a\).

## Solution

### (a) Exact response

Insert \(\psi=\psi_0+F\psi_1+\dots\) and \(E=E_0+FE_1+F^2E_2+\dots\) into the Schrödinger equation. Parity gives \(E_1=\langle\psi_0|z|\psi_0\rangle=0\), so order \(F\) reads \((H_0-E_0)\psi_1=-z\psi_0\). Order \(F^2\), projected on \(\psi_0\), gives \(E_2=\langle\psi_0|z|\psi_1\rangle\), since \(\psi_1\) is odd and therefore orthogonal to \(\psi_0\). Thus \(\alpha=-2\langle\psi_0|z|\psi_1\rangle\).

For \(\phi=zf(r)\), \(\nabla^2\phi=z\nabla^2f+2\,\partial_zf=z(f''+2f'/r)+2zf'/r=z(f''+4f'/r)\). With \(\psi_1=\pi^{-1/2}zf\),
\[
-\tfrac12f''-\frac{2f'}{r}-\frac fr+\tfrac12f=-e^{-r}.
\]
Take \(f=(c_0+c_1r)e^{-r}\), so \(f'=(c_1-c_0-c_1r)e^{-r}\) and \(f''=(c_0-2c_1+c_1r)e^{-r}\). Dividing by \(e^{-r}\), the terms in \(r\) give \(-\tfrac12c_1+\tfrac12c_1=0\). The constant terms give \(-\tfrac12c_0+c_1+2c_1-c_1+\tfrac12c_0=2c_1\). The terms in \(1/r\) give \(-2c_1+2c_0-c_0=c_0-2c_1\). Hence \(c_1=-\tfrac12\), \(c_0=-1\), and
\[
\psi_1=-g,\qquad g=\pi^{-1/2}\left(1+\tfrac r2\right)z\,e^{-r}.
\]
The solution is unique among functions \(zf(r)\), because \(H_0-E_0\) is positive there (part b). With \(\int_0^\infty r^ne^{-2r}dr=n!/2^{n+1}\),
\[
\alpha=\frac2\pi\,\frac{4\pi}{3}\int_0^\infty r^4\left(1+\tfrac r2\right)e^{-2r}dr=\frac83\left(\frac34+\frac{15}{16}\right)=\frac92 ,
\]
\[
\langle g|g\rangle=\frac43\int_0^\infty r^4\left(1+r+\tfrac{r^2}4\right)e^{-2r}dr=\frac43\left(\frac34+\frac{15}8+\frac{45}{32}\right)=\frac{43}8 .
\]
So \(\alpha=4.5\) atomic units \(=4.5\times0.529177^3=0.666831\) Å\(^3\). At \(0.15\) V/Å the quadratic Stark shift is \(-\tfrac94(0.15/51.4221)^2\times27.21139=-5.21\times10^{-4}\) eV.

At the nucleus \((1+\tfrac r2)(1-r+\tfrac12r^2)=1-\tfrac r2+O(r^3)\). The slope is forced by the radial equation, whose \(1/r\) terms cancel if \(2f'(0)+f(0)=0\). This is the \(l=1\) cusp, and a finite sum of Gaussians has \(f'(0)=0\) instead. Far away \(f\sim re^{-r}\), which decays faster than the \(2p\) radial factor \(e^{-r/2}\). The integrand of \(\alpha\) peaks where \(4/r+1/(2+r)-2=0\), that is \(2r^2-r-8=0\), \(r=(1+\sqrt{65})/4\), or \(1.1989\) Å. The region \(r<0.25\) Å supplies a fraction \(1.5\times10^{-3}\) of \(\alpha\), and \(r>3\) Å supplies \(2.2\times10^{-2}\).

### (b) Variational estimate

Write \(\hat A=H_0-E_0\), so \(z\psi_0=\hat Ag\) and \(\alpha=2\langle g|\hat A|g\rangle\). For real \(\phi=-g+\delta\),
\[
J=\langle g|\hat A|g\rangle-2\langle\delta|\hat A|g\rangle+\langle\delta|\hat A|\delta\rangle-2\langle g|\hat A|g\rangle+2\langle\delta|\hat A|g\rangle=-\frac\alpha2+\langle\delta|\hat A|\delta\rangle .
\]
The \(l=1\) levels of hydrogen are \(-1/(2n^2)\) with \(n\ge2\), so \(\hat A\ge-\tfrac18+\tfrac12=\tfrac38\) on p functions; diagonalization in 14 Gaussians gives this gap as \(10.2043\) eV. For \(\phi=-\sum_kc_k\chi_k\), \(J=c^TAc-2c^Tb\) with \(A_{jk}=\langle\chi_j|\hat A|\chi_k\rangle\) and \(b_k=\langle\chi_k|z|\psi_0\rangle\). The minimum has \(Ac=b\) and \(J=-b^TA^{-1}b\). Defining \(\alpha_N=-2J_{\min}\),
\[
\alpha_N=2b^TA^{-1}b,\qquad \alpha-\alpha_N=2\langle\delta|\hat A|\delta\rangle\ge\tfrac34\langle\delta|\delta\rangle .
\]
The estimate lies below \(9/2\), its deficit is quadratic in \(\delta\), and maximizing \(\alpha_N\) over exponents means fitting \(g\) best in the energy norm \(\langle\delta|\hat A|\delta\rangle\). With the relative error \(\epsilon^2=\langle\delta|\delta\rangle/\langle g|g\rangle\), the relative deficit obeys \(1-\alpha_N/\alpha\ge\tfrac34\cdot\tfrac{43}8\cdot\tfrac29\,\epsilon^2=\tfrac{43}{48}\epsilon^2\). The derivation used \(z\psi_0=\hat Ag\) with the exact ground state; Variation 1 drops this condition.

### (c) Matrix elements

Take unnormalized \(ze^{-ar^2}\) and \(ze^{-a'r^2}\), with \(p=a+a'\). The radial integrals are \(\int_0^\infty r^3e^{-pr^2}dr=1/(2p^2)\) and \(\int_0^\infty r^4e^{-pr^2}dr=\tfrac38\sqrt\pi\,p^{-5/2}\); applying \(-d/dp\) to the second shows that inserting \(r^2\) multiplies it by \(5/(2p)\). The overlap is
\[
S=\frac{4\pi}3\cdot\frac{3\sqrt\pi}8p^{-5/2}=\frac{\pi^{3/2}}{2p^{5/2}} .
\]
For \(f=e^{-a'r^2}\), \(f'=-2a'rf\) and \(f''=(4a'^2r^2-2a')f\), so \(-\tfrac12(f''+4f'/r)=(5a'-2a'^2r^2)f\). Therefore
\[
T=\left(5a'-\frac{5a'^2}p\right)S=\frac{5aa'}pS,\qquad V=-\frac{4\pi}3\frac1{2p^2}=-\frac43\sqrt{\frac p\pi}\,S .
\]
The normalization constant is \(n_a=[\pi^{3/2}/(2(2a)^{5/2})]^{-1/2}\propto a^{5/4}\). From here on \(\chi_a=n_aze^{-ar^2}\), for which \(S=(2\sqrt{aa'}/p)^{5/2}\) and
\[
A(a,a')=\left(\frac{2\sqrt{aa'}}p\right)^{5/2}\left(\frac{5aa'}p-\frac43\sqrt{\frac p\pi}+\frac12\right).
\]
The source is \(b(a)=n_a\pi^{-1/2}\tfrac{4\pi}3I_4\) with \(I_n=\int_0^\infty r^ne^{-r-ar^2}dr\). Writing \(r+ar^2=a(r+\tfrac1{2a})^2-\tfrac1{4a}\) gives \(I_0=\tfrac12\sqrt{\pi/a}\,e^{1/4a}\operatorname{erfc}\big(1/(2\sqrt a)\big)\). Integrating \(\frac d{dr}(r^ne^{-r-ar^2})\) from \(0\) to \(\infty\) gives \(-\delta_{n0}=nI_{n-1}-I_n-2aI_{n+1}\), so
\[
2aI_{n+1}=nI_{n-1}-I_n+\delta_{n0}.
\]
For small \(a\) the left side is small against the terms on the right, so each step loses digits and needs extended precision or direct quadrature.

### (d) Gaussian transform

Let \(G(q)=\int_0^\infty e^{-s^2-q^2/s^2}ds\) for \(q>0\). Then \(G'=-2q\int s^{-2}e^{-s^2-q^2/s^2}ds\), and the substitution \(s\to q/s\) turns this into \(-2G\). With \(G(0)=\sqrt\pi/2\), \(G=\tfrac{\sqrt\pi}2e^{-2q}\). Put \(q=\kappa r/2\) and \(s=\kappa/(2\sqrt a)\), so that \(|ds|=\tfrac\kappa4a^{-3/2}da\) and \(q^2/s^2=ar^2\):
\[
e^{-\kappa r}=\frac1{2\sqrt\pi}\int_0^\infty a^{-3/2}\,\kappa\,e^{-\kappa^2/4a}\,e^{-ar^2}da .
\]
Since \(re^{-\kappa r}=-\partial_\kappa e^{-\kappa r}\) and \(-\partial_\kappa(\kappa e^{-\kappa^2/4a})=(\kappa^2/2a-1)e^{-\kappa^2/4a}\), the combination \(e^{-r}+\tfrac12re^{-r}\) carries the factor \(1+\tfrac12(\tfrac1{2a}-1)=\tfrac12+u\), where \(u=1/(4a)\):
\[
\left(1+\tfrac r2\right)e^{-r}=\int_0^\infty W(a)e^{-ar^2}da,\qquad W=\frac{a^{-3/2}}{2\sqrt\pi}\left(\tfrac12+u\right)e^{-u}>0 .
\]
With \(da=a\,d\ln a\), the weight of the normalized \(\chi_a\) per unit \(\ln a\) is \(w(a)=\pi^{-1/2}aW/n_a\propto a^{-1/2-5/4}(\tfrac12+u)e^{-u}\propto u^{7/4}(\tfrac12+u)e^{-u}\). Its logarithmic derivative vanishes at \(\tfrac7{4u}+\tfrac1{1/2+u}-1=0\). Multiplying by \(u(\tfrac12+u)\) gives \(u^2-\tfrac94u-\tfrac78=0\), so \(u=(9+\sqrt{137})/8\) and \(a=2/(9+\sqrt{137})\), which divided by \(0.529177^2\) is \(0.3450\) Å\(^{-2}\). The weight falls as \(a^{-7/4}\) on the tight side, a power law produced by the cusp, and as \(a^{-11/4}e^{-1/4a}\) on the diffuse side.

### (e) One Gaussian

Since \(b=\langle\chi|\hat A|g\rangle\),
\[
\frac{\alpha_1}\alpha=\frac{\langle\chi|\hat A|g\rangle^2}{\langle\chi|\hat A|\chi\rangle\langle g|\hat A|g\rangle},
\]
the squared cosine of the angle between \(\chi\) and \(g\) in the energy scalar product. The exponent that minimizes the \(2p\) energy follows from \(E_p(a)=\tfrac52a-\tfrac43\sqrt{2a/\pi}\) (the elements of part c at \(p=2a\)): \(\tfrac52=\tfrac23\sqrt{2/(\pi a)}\) gives \(a=32/(225\pi)\), or \(0.1617\) Å\(^{-2}\). The exponents of largest \(\alpha_1\) and largest overlap are found numerically; the peak of \(w\) is that of part (d). The last column is \(\langle\chi|g\rangle^2/\langle g|g\rangle\).

| criterion | \(a\) (Å\(^{-2}\)) | \(\alpha_1/\alpha\) | overlap\(^2\) |
|---|---|---|---|
| largest \(\alpha_1\) | 0.4465 | 0.924 | 0.9663 |
| largest overlap | 0.4142 | 0.921 | 0.9687 |
| peak of \(w\) | 0.3450 | 0.886 | 0.9542 |
| \(2p\) energy | 0.1617 | 0.507 | 0.6483 |
| chosen tight | 2.5 | 0.150 | 0.2609 |

The best single function gives \(0.6161\) Å\(^3\), a deficit of \(7.6\%\) of the exact value. The two criteria that fit \(g\) directly differ little in \(\alpha_1\). The \(2p\) exponent is tuned to \(e^{-r/2}\), a more extended function than \(g\), and recovers about half of \(\alpha\). The peak of \(w\) is not the optimum, since one function has to stand in for the whole distribution; that the slow tight side of \(w\) is what pulls the optimum above the peak is a conjecture.

### (f) Even-tempered sets

With \(h=\ln\beta\), the trapezoid rule turns part (d) into \(g\approx\sum_khw(a_k)\chi_k\). In a dense, wide ladder the variational \(c_k\) should therefore lie close to \(hw(a_k)\). Density alone does not ensure this: at a fixed range of exponents the agreement does not improve monotonically as \(\beta\) falls. For \(\beta=1.5\), \(N=30\), from \(0.04\) to \(5113\) Å\(^{-2}\), the largest difference is \(7.4\times10^{-5}\) of the peak weight, and the relative deficit of \(\alpha_N\) is \(1.65\times10^{-12}\).

For each \(N\), \((a_0,\beta)\) were found by a grid scan followed by simplex refinement of \(\alpha_N\); global optimality is not proved. The true optimum cannot decrease with \(N\), because appending \(a_0\beta^N\) to the best \(N\)-term set gives an admissible larger set.

| \(N\) | \(a_0\) (Å\(^{-2}\)) | \(\beta\) | \(1-\alpha_N/\alpha\) | \(\epsilon\) |
|---|---|---|---|---|
| 2 | 0.2989 | 3.69 | \(7.0\times10^{-3}\) | \(4.6\times10^{-2}\) |
| 3 | 0.2562 | 2.92 | \(1.8\times10^{-3}\) | \(2.3\times10^{-2}\) |
| 4 | 0.2191 | 2.60 | \(3.5\times10^{-4}\) | \(9.3\times10^{-3}\) |
| 6 | 0.1802 | 2.25 | \(2.8\times10^{-5}\) | \(2.5\times10^{-3}\) |
| 8 | 0.1561 | 2.07 | \(2.8\times10^{-6}\) | \(7.7\times10^{-4}\) |
| 12 | 0.1256 | 1.87 | \(6.0\times10^{-8}\) | \(1.1\times10^{-4}\) |

Twelve functions give \(0.6668312\) Å\(^3\), or \(4.4999997\) atomic units. For \(N=3\) the bound of part (b) is \(\tfrac{43}{48}(2.30\times10^{-2})^2=4.7\times10^{-4}\), below the actual deficit \(1.79\times10^{-3}\). From \(N=2\) to \(12\), \(a_0\) drops by a factor \(0.2989/0.1256=2.4\) while the largest exponent grows from \(1.104\) to \(123.8\) Å\(^{-2}\), in line with the unequal sides of \(w\).

*Tail.* At large \(r\) the integrand of the transform is dominated by the maximum of \(-\tfrac1{4a}-ar^2\), at \(a=1/(2r)\). A set whose smallest exponent is \(a_0\) lacks the dominant exponents beyond \(r\approx1/(2a_0)\), which in Å units is \(1/(2a_0a_B)\). This gives \(1/(2\times0.4465\times0.529177)=2.1\) Å for \(N=1\), and in the same way \(3.7\) Å for \(N=3\) and \(6.1\) Å for \(N=8\). The ratio of fitted to exact radial factor follows this estimate: for \(N=1\) it is \(1.04\) at \(2\) Å and \(0.56\) at \(3\) Å; for \(N=3\) it is \(1.04\) at \(3\) Å, \(0.89\) at \(4\) Å and \(0.17\) at \(6\) Å; for \(N=8\) it is \(0.95\) at \(6\) Å.

*Diffuse cut.* The squared weight removed by raising the smallest exponent to \(a_{\min}\) contains \(e^{-1/(2a_{\min})}\), whose logarithm has the slope \(1/(2a_{\min})\) against \(\ln a_{\min}\); this slope grows as \(a_{\min}\) falls. This predicts a trend, not a value, since a power of \(a_{\min}\) is left out and the remaining functions absorb part of the removed piece. The trend ends where the loss becomes comparable with the deficit left by the finite spacing. Cutting a 14-term \(\beta=2\) ladder that starts at \(0.04\) Å\(^{-2}\) so that it starts at \(0.16, 0.32, 0.64, 1.28, 2.56\) Å\(^{-2}\) lowers \(\alpha_N\) by \(1.06\times10^{-6}\), \(4.64\times10^{-3}\), \(0.103\), \(0.436\), \(0.783\) times the exact \(\alpha\). The logarithmic slopes are \(12.09, 4.48, 2.08, 0.85\).

*Tight cut.* For \(a\gg1\), \(W\to a^{-3/2}/(4\sqrt\pi)\). Setting \(a=a_{\max}v\) and \(\ell=a_{\max}^{-1/2}\), the part of \(g\) above \(a_{\max}\) is proportional to \(z\,\ell\int_1^\infty v^{-3/2}e^{-vr^2/\ell^2}dv=\ell^2\Phi(\mathbf r/\ell)\), with \(\Phi\) independent of \(\ell\). Its gradient scales as \(\ell\) and the volume as \(\ell^3\), so its kinetic energy scales as \(\ell^2\ell^3=a_{\max}^{-5/2}\); the Coulomb and constant terms scale as \(\ell^6\) and \(\ell^7\). At large \(a\) the ladder looks the same from every rung, so to leading order the fraction absorbed by the remaining functions does not depend on \(a_{\max}\), and the loss goes as \(a_{\max}^{-5/2}\). This holds while the cusp part of the gain from an added tight function exceeds the part caused by finite spacing (Variation 2). Ending the \(\beta=2\) ladder at \(2.56, 10.24, 40.96\) Å\(^{-2}\) instead of \(10486\) Å\(^{-2}\) costs \(5.65\times10^{-4}\), \(1.61\times10^{-5}\), \(4.96\times10^{-7}\) of \(\alpha\); the ratios of the unrounded losses, \(35.0\) and \(32.5\), lie close to \(4^{5/2}=32\). The cusp is therefore cheap to miss: for \(N=8\) the radial factor at the nucleus is \(0.9325\) of the exact one while \(\alpha_8\) is low by \(2.8\times10^{-6}\) of \(\alpha\).

The numerical check that follows this sheet compares the matrix elements with independent integrals, the deficit formula of part (b) with quadrature, and \(\alpha_3\) with finite-field diagonalization.

## Variation 1: the ground state from an s basis

*Replace \(\psi_0\) by one normalized Gaussian \(\varphi\propto e^{-ar^2}\), \(a=0.70\) Å\(^{-2}\), and take \(\alpha'\) from the field dependence of the lowest eigenvalue in this s plus p basis. Does the bound of part (b) survive?*

For \(\varphi\), \(-\tfrac12\nabla^2\varphi=(3a-2a^2r^2)\varphi\) and \(\langle r^2\rangle=3/(4a)\), so \(\langle T\rangle=\tfrac32a\) and \(\langle z^2\rangle=1/(4a)\). Also \(\langle1/r\rangle=(4a)^{-1}\big/\big[\tfrac{\sqrt\pi}4(2a)^{-3/2}\big]=2\sqrt{2a/\pi}\). Hence \(E_s=\tfrac32a-2\sqrt{2a/\pi}=-11.2242\) eV, against the exact \(-27.21139/2=-13.61\) eV. Perturbation theory within the basis gives \(\alpha'=-2\min J'\), where \(J'\) has \(\varphi\) and \(E_s\) in place of \(\psi_0\) and \(E_0\); \(H_0-E_s\) is still positive on p functions because \(E_s\) lies below the \(2p\) level. If the p basis spans \(z\varphi\), the trial function \(-cz\varphi\) gives \(J'=\langle z^2\rangle[c^2(E_p-E_s)-2c]\), minimal at \(c=1/(E_p-E_s)\), so
\[
\alpha'\ge\frac{2\langle z^2\rangle}{E_p-E_s}=\frac1{2a\left(a+\tfrac23\sqrt{2a/\pi}\right)} .
\]
In atomic units \(a=0.70\times0.529177^2=0.1960\), the bracket is \(0.1960+0.2355=0.4315\), and the bound times \(0.529177^3\) is \(0.876\) Å\(^3\). The finite-field value with 14 p functions, which span \(z\varphi\) approximately, is \(0.9986\) Å\(^3\), above the exact \(0.6668\) Å\(^3\). The bound fails. With 22 even-tempered s functions and the optimal \(N=3\) p set, the finite-field value (fields \(0.15\) V/Å and twice that, with the \(F^2\) error eliminated) is \(0.665638\) Å\(^3\), equal at these digits to \(\alpha_3\) of part (b).

## Variation 2: finite spacing

*Extend a ladder of fixed \(\beta\) to ever tighter exponents. How does the gain per added function decay?*

Factor \(A=LL^T\) with \(L\) lower triangular and set \(y=L^{-1}b\). The leading block of \(L\) factors the leading block of \(A\), so \(\alpha_N=2\sum_{k<N}y_k^2\) and function \(k\) gains \(2y_k^2\). For a very long ladder with coefficients \(c\), \(LL^Tc=b\) gives \(y=L^Tc\).

At large exponents the kinetic term dominates. With \(t=\ln(a_j/a_k)\), \(p=2\sqrt{a_ja_k}\cosh(t/2)\), so \(A_{jk}\to\tfrac52\sqrt{a_ja_k}\,M_{j-k}\) with \(M_n=\operatorname{sech}^{7/2}(nh/2)\). Dividing each function by \(\sqrt{a_k}\) leaves \(y\) unchanged and sends \(c_k\to\tilde c_k=\sqrt{a_k}\,c_k\). Assume that far along the ladder the rescaled factor depends on \(j-k\) alone; then \(\tilde c_k\propto\lambda^k\) implies \(y_k\propto\lambda^k\). The transform weight gives \(\tilde c\propto a^{1/2-7/4}=a^{-5/4}\) and a gain \(\propto a^{-5/2}\), as in part (f). The variational \(\tilde c\) also contains a correction to the transform weight \(w\), caused by the finite spacing; its size depends also on where the ladder starts on the diffuse side of the peak of \(w\). Far from the peak this correction solves \(\sum_kM_{j-k}\eta_k=0\), so \(\eta_k=\lambda^k\) with \(\lambda=e^{i\omega h}\) and, by Poisson summation,
\[
\sum_nM_ne^{-i\omega hn}=\frac1h\sum_mK\!\left(\omega+\frac{2\pi m}h\right)=0,\qquad K(\omega)=\int\operatorname{sech}^{7/2}\!\left(\tfrac t2\right)e^{-i\omega t}dt .
\]
The substitution \(s=e^t\), with \(\operatorname{sech}(t/2)=2s^{1/2}/(1+s)\), gives the beta integral \(2^{7/2}\int_0^\infty s^{3/4-i\omega}(1+s)^{-7/2}ds\), so \(K\propto\Gamma(\tfrac74+i\omega)\Gamma(\tfrac74-i\omega)\). Try \(\omega=\pi/h+ix\), for which \(\lambda=-\beta^{-x}\). Because \(K\) is even and real on the real axis, the terms \(m\) and \(-1-m\) are complex conjugates, and the condition becomes \(\sum_{m\ge0}\operatorname{Re}K\big((2m+1)\pi/h+ix\big)=0\). For \(\beta=2\), three terms give \(2x=1.2063\). Since \(2x<\tfrac52\), this component decays more slowly than the cusp part and finally dominates: \(y_k\) alternates in sign and the gain falls as \(a^{-2x}\). That this zero is the most slowly decaying one is assumed, not proved.

The local power \(\ln(y_{k-s}^2/y_k^2)/(s\ln\beta)\), computed from the full \(A\) in 50-digit arithmetic, agrees. For \(\beta=2\) it is \(1.2049\) at \(2.2\times10^{10}\) Å\(^{-2}\) (with \(s=2\)), where the signs alternate, and \(1.92\) at \(10486\) Å\(^{-2}\) (with \(s=1\)), where both components contribute. Because one of them alternates in sign, the one-step power there moves up and down from rung to rung, so this value is not an intermediate law. For \(\beta=1.3\) it is \(2.497\), \(2.497\), \(2.498\) at \(105\), \(658\), \(4126\) Å\(^{-2}\), with constant sign over that range. The 19-term \(\beta=2\) ladder retains a relative deficit of \(2.85\times10^{-7}\), larger than the \(6.0\times10^{-8}\) of the 12-term set with \(\beta=1.87\), although it extends further at both ends.

## Computed values

```
bohr = 0.529177 A, hartree = 27.21139 eV, field unit = 51.4221 V/A
exact alpha = 4.500000 a.u. = 0.666831 A^3
lowest p level minus E0 (14-term ladder) = 10.2043 eV
alpha integrand peak r = 1.1989 A
fraction of alpha from r<0.25 A = 1.527e-03
fraction of alpha from r>3 A = 2.234e-02
one Gaussian: exponent A^-2, alpha A^3, alpha/exact, overlap^2 with psi1
  alpha-optimal  0.4465 0.61610 0.92392 0.96626
  best overlap   0.4142 0.61392 0.92066 0.96871
  weight peak    0.3450 0.59111 0.88644 0.95415
  2p energy      0.1617 0.33776 0.50652 0.64832
  tight, chosen  2.5000 0.10012 0.15014 0.26091
N, a0 A^-2, beta, a_max A^-2, alpha A^3, rel deficit, rel L2 error
   1 0.4465   -       0.447 0.6161013 7.61e-02 1.88e-01
   2 0.2989 3.6925    1.104 0.6621770 6.98e-03 4.61e-02
   3 0.2562 2.9200    2.184 0.6656376 1.79e-03 2.30e-02
   4 0.2191 2.6010    3.856 0.6665956 3.53e-04 9.31e-03
   5 0.1983 2.3851    6.416 0.6667631 1.02e-04 5.01e-03
   6 0.1802 2.2522   10.444 0.6668128 2.76e-05 2.50e-03
   8 0.1561 2.0721   25.593 0.6668293 2.78e-06 7.72e-04
  10 0.1391 1.9578   58.768 0.6668310 3.48e-07 2.63e-04
  12 0.1256 1.8713  123.833 0.6668312 6.04e-08 1.07e-04
alpha(N=12) = 4.4999997 a.u.
fit/exact radial factor: r A, N=1, N=3, N=8
  0.0 0.4100 0.7426 0.9325
  0.5 0.6406 0.9853 1.0001
  1.0 0.8926 1.0067 1.0000
  2.0 1.0414 0.9892 1.0000
  3.0 0.5570 1.0388 1.0001
  4.0 0.1298 0.8913 0.9992
  6.0 0.0005 0.1663 0.9547
beta=1.3 gain power at a = 105 A^-2: 2.4974
beta=1.3 gain power at a = 658 A^-2: 2.4969
beta=1.3 gain power at a = 4126 A^-2: 2.4984
beta=2 ladder, N=19, 0.04 to 10486 A^-2: rel deficit 2.85e-07
beta=2 gain power at a = 10486 A^-2: 1.9218
beta=2 gain power at a = 2.20e+10 A^-2: 1.2049, predicted 2x = 1.2063
  tight cut a_max = 2.56 A^-2: rel loss 5.65e-04
  tight cut a_max = 10.24 A^-2: rel loss 1.61e-05
  tight cut a_max = 40.96 A^-2: rel loss 4.96e-07
  diffuse cut a_min = 0.16 A^-2: rel loss 1.06e-06
  diffuse cut a_min = 0.32 A^-2: rel loss 4.64e-03
  diffuse cut a_min = 0.64 A^-2: rel loss 1.03e-01
  diffuse cut a_min = 1.28 A^-2: rel loss 4.36e-01
  diffuse cut a_min = 2.56 A^-2: rel loss 7.83e-01
diffuse-cut log slopes: 12.09 4.48 2.08 0.85
beta=1.5 ladder, N=30, top 5113 A^-2: rel deficit 1.65e-12
max |coefficient - transform weight| / peak = 7.37e-05
field = 0.15 V/A; exact quadratic Stark shift = -5.2097e-04 eV
22 s + N=3 p: finite-field alpha 0.665638 A^3, formula 0.665638 A^3
one s Gaussian 0.70 A^-2: E0 = -11.2242 eV
  alpha with 14 p = 0.9986 A^3, lower estimate 0.8759 A^3
```
